**Three partial electron counts from one model dielectric function**

The program compares the partial f-sum counts n_eps, n_k and n_loss, obtained from ε₂, the extinction coefficient k and the loss function Im(−1/ε). In a transparent gap above a band of strength N₁ they are N₁, approximately N₁/√ε_b and approximately N₁/ε_b², where ε_b is the static background due to higher absorption. The program asserts that real-axis integrals agree with semicircle integrals, that a constant background gives these factors within numerical tolerance, and that all three counts agree above the last absorption. It also asserts that the gap counts agree when the high band is removed, and that the errors of the leading and first-order formulas shrink at the expected rates when the high band is moved up. For ε_b = 1.4 and N₁ = 1 the output gives gap counts of 1.000, 0.829 and 0.463, while all three reach 11.000 at 70 eV. A separate diagonalization of a particle in a box, with two levels filled, asserts that Pauli blocking shifts oscillator strength between the levels and preserves their total.

## Numerical check

```python
"""
Partial f-sum counts from eps2, k and the loss function Im(-1/eps).
Result under test: in a transparent gap above a band of strength N1,
    n_eps = N1,  n_k ~ N1/sqrt(eps_b),  n_loss ~ N1/eps_b**2,
where eps_b is the static background due to higher absorption.
All three counts agree once all absorption has been included.
Energies are in eV. unit_sq is the squared plasma energy of one electron
per reference volume. A band is (lower edge, upper edge, strength*unit_sq);
its eps2 is a semi-ellipse in the squared energy.
"""
import numpy as np
from scipy import constants as const

unit_energy = 8.0
unit_sq = unit_energy**2
low_strength, high_strength = 1.0, 10.0
low = (2.0, 14.0, low_strength * unit_sq)
high = (20.0, 60.0, high_strength * unit_sq)
gap_energy, top_energy = 17.0, 70.0
nodes, weights = np.polynomial.legendre.leggauss(800)


def chi(energy, band):
    """Causal susceptibility of one band, valid in the upper half plane."""
    lo, hi, area = band
    z = np.asarray(energy, dtype=complex)**2
    center = (lo**2 + hi**2) / 2
    root = np.sqrt(z - lo**2) * np.sqrt(z - hi**2)
    return -2 * area / (z - center + root)


def epsilon(energy, bands, constant=1.0):
    return constant + sum(chi(energy, band) for band in bands)


def responses(eps):
    """Functions whose imaginary parts enter the three counts."""
    return np.array([eps, 2 * np.sqrt(eps), -1 / eps])


def band_grid(band, cutoff=np.inf):
    """Energies and weights for integral of energy*f(energy) over a band."""
    lo, hi, _ = band
    center, radius = (hi**2 + lo**2) / 2, (hi**2 - lo**2) / 2
    end = np.arccos(np.clip((center - cutoff**2) / radius, -1, 1))
    angle = end * (nodes + 1) / 2
    energy = np.sqrt(center - radius * np.cos(angle))
    return energy, weights * end / 2 * radius * np.sin(angle) / 2


def counts(cutoff, bands, constant=1.0):
    """Real-axis partial counts; eps must be positive outside the bands."""
    total = np.zeros(3)
    for band in bands:
        energy, wt = band_grid(band, cutoff)
        total += responses(epsilon(energy, bands, constant)).imag @ wt
    return total * 2 / (np.pi * unit_sq)


def arc_counts(cutoff, bands, constant=1.0):
    """The same counts from values of eps on a semicircle."""
    angle = np.pi / 4 * (nodes + 1)
    phase = np.exp(1j * angle)
    values = responses(epsilon(cutoff * phase, bands, constant))
    integral = (values * phase**2).real @ (weights * np.pi / 4)
    return -cutoff**2 * integral * 2 / (np.pi * unit_sq)


def moment(band, power):
    """(2/pi) times the integral of energy**power * eps2 over one band."""
    energy, wt = band_grid(band)
    return 2 / np.pi * np.sum(wt * energy**(power - 1) * chi(energy, band).imag)


def plateau_formulas(low_band, high_band):
    """Leading and first-order gap counts from moments of eps2."""
    eb = 1 + moment(high_band, -1)
    b = moment(high_band, -3)
    a, c = moment(low_band, 1), moment(low_band, 3)
    leading = np.array([a, a / np.sqrt(eb), a / eb**2]) / unit_sq
    shift = np.array([0.0,
                      c / (2 * eb**1.5) + 3 * a**2 / (8 * eb**2.5),
                      2 * c / eb**3 + 3 * a**2 / eb**4]) * b / unit_sq
    return eb, b, a, c, leading, leading - shift


bands = (low, high)

# Closed-form susceptibility against the dispersion integral over eps2.
for band in bands:
    e, wt = band_grid(band)
    direct = 2 / np.pi * np.sum(wt * chi(e, band).imag / (e**2 - gap_energy**2))
    assert abs(direct - chi(gap_energy, band).real) < 1e-9

# No undamped plasmon and no total-reflection range outside the bands.
for start, stop in ((0.01, 1.99), (14.001, 19.999), (60.001, 2000.0)):
    outside = epsilon(np.linspace(start, stop, 4000), bands)
    assert outside.real.min() > 0 and np.abs(outside.imag).max() < 1e-10

# Real-axis sums against semicircle integrals, in bands and in the gap.
for cutoff in (8.0, gap_energy, 40.0, top_energy):
    assert np.allclose(counts(cutoff, bands), arc_counts(cutoff, bands),
                       rtol=0, atol=2e-5)

# All counts reach the same total above the last absorption.
total_counts = counts(top_energy, bands)
assert np.allclose(total_counts, low_strength + high_strength, atol=1e-7)

# A constant background gives the simple factors exactly.
for constant in (1.4, 2.0, 3.0):
    expected = low_strength * np.array([1, constant**-0.5, constant**-2])
    assert np.allclose(counts(gap_energy, (low,), constant), expected, atol=1e-7)

# Without higher absorption the gap counts agree; the arc includes any plasmon.
no_background = arc_counts(gap_energy, (low,))
assert np.allclose(no_background, low_strength, atol=1e-7)

# Move the high band upward at fixed static background.
lead_errors, next_errors = [], []
for scale in (4.0, 8.0):
    moved = (high[0] * scale, high[1] * scale, high[2] * scale**2)
    actual = counts(gap_energy, (low, moved))
    *_, leading, improved = plateau_formulas(low, moved)
    lead_errors.append(np.abs(actual - leading)[1:])
    next_errors.append(np.abs(actual - improved)[1:])
lead_ratio = lead_errors[0] / lead_errors[1]
next_ratio = next_errors[0] / next_errors[1]
assert np.all((lead_ratio > 3.7) & (lead_ratio < 4.3))
assert np.all((next_ratio > 14) & (next_ratio < 18.5))

eps_b, b, a, c, leading, improved = plateau_formulas(low, high)
gap_counts = counts(gap_energy, bands)
assert np.all(np.abs(gap_counts - improved)[1:]
              < np.abs(gap_counts - leading)[1:])
in_band = counts(8.0, bands)
assert abs(in_band[2] / in_band[0] - eps_b**-2) > 0.1
recovered = total_counts - gap_counts
assert recovered[1] > high_strength and recovered[2] > high_strength

# Pauli blocking for two filled levels in a unit box, with hbar = mass = 1.
size = 500
step = 1 / (size + 1)
position = step * np.arange(1, size + 1)
hamiltonian = (np.diag(np.full(size, 1 / step**2))
               - np.diag(np.full(size - 1, 0.5 / step**2), 1)
               - np.diag(np.full(size - 1, 0.5 / step**2), -1))
level, state = np.linalg.eigh(hamiltonian)
dipole = state[:, :2].T @ (position[:, None] * state)
strength = 2 * (level[None, :] - level[:2, None]) * dipole**2
allowed = strength[:, 2:].sum(axis=1)
blocked = 256 / (27 * np.pi**2)
assert np.allclose(allowed, [1 - blocked, 1 + blocked], atol=1e-3)
assert abs(allowed.sum() - 2) < 1e-3

density = (const.epsilon_0 * const.m_e * unit_sq / const.hbar**2)
print(f"Plasma energy for one electron per volume: {unit_energy:.1f} eV")
print(f"Corresponding electron density: {density:.4e} m^-3")
print(f"Low band: {low[0]:.0f} to {low[1]:.0f} eV, strength {low_strength:.0f}")
print(f"High band: {high[0]:.0f} to {high[1]:.0f} eV, strength {high_strength:.0f}")
print(f"Static background eps_b: {eps_b:.5f} (dimensionless)")
print(f"Background curvature b: {b:.5e} eV^-2")
print(f"Low-band moment A: {a:.3f} eV^2")
print(f"Low-band moment C: {c:.2f} eV^4")
print(f"eps at gap energy {gap_energy:.0f} eV: "
      f"{epsilon(gap_energy, bands).real:.5f} (dimensionless)")
print("Counts in electrons: cutoff/eV, n_eps, n_k, n_loss")
for cutoff in (6.0, 8.0, 12.0, gap_energy, 30.0, 40.0, 50.0, top_energy):
    row = counts(cutoff, bands)
    print(f"{cutoff:5.1f}  {row[0]:9.5f}  {row[1]:9.5f}  {row[2]:9.5f}")
print("Gap comparison in electrons: n_eps, n_k, n_loss")
for label, row in (("computed", gap_counts), ("leading formula", leading),
                   ("first order in b", improved),
                   ("high band removed", no_background),
                   ("recovered above gap", recovered)):
    print(f"{label:20s} {row[0]:9.5f} {row[1]:9.5f} {row[2]:9.5f}")
print(f"Gap n_k times sqrt(eps_b): {gap_counts[1]*np.sqrt(eps_b):.5f} electrons")
print(f"Gap n_loss times eps_b^2: {gap_counts[2]*eps_b**2:.5f} electrons")
print(f"At 8 eV, n_k/n_eps: {in_band[1]/in_band[0]:.5f} (dimensionless)")
print(f"At 8 eV, n_loss/n_eps: {in_band[2]/in_band[0]:.5f} (dimensionless)")
print(f"Factor 1/sqrt(eps_b): {eps_b**-0.5:.5f} (dimensionless)")
print(f"Factor 1/eps_b^2: {eps_b**-2:.5f} (dimensionless)")
print("Error ratios when high-band scale goes from 4 to 8: k, loss")
print(f"leading formula: {lead_ratio[0]:.3f}, {lead_ratio[1]:.3f} (dimensionless)")
print(f"first order in b: {next_ratio[0]:.3f}, {next_ratio[1]:.3f} (dimensionless)")
print(f"Box blocked strength f12: {blocked:.5f} (dimensionless)")
print(f"Box allowed strength, lower level: {allowed[0]:.5f} (dimensionless)")
print(f"Box allowed strength, upper level: {allowed[1]:.5f} (dimensionless)")
print(f"Box allowed total: {allowed.sum():.5f} (dimensionless)")
print("checks complete")
```

It prints:

```
Plasma energy for one electron per volume: 8.0 eV
Corresponding electron density: 4.6416e+28 m^-3
Low band: 2 to 14 eV, strength 1
High band: 20 to 60 eV, strength 10
Static background eps_b: 1.40000 (dimensionless)
Background curvature b: 3.33333e-04 eV^-2
Low-band moment A: 64.000 eV^2
Low-band moment C: 6400.00 eV^4
eps at gap energy 17 eV: 1.18854 (dimensionless)
Counts in electrons: cutoff/eV, n_eps, n_k, n_loss
  6.0    0.10955    0.06878    0.01621
  8.0    0.26699    0.17379    0.04373
 12.0    0.78122    0.57866    0.19195
 17.0    1.00000    0.82936    0.46309
 30.0    1.99791    1.62564    0.85070
 40.0    4.42519    3.67936    1.94984
 50.0    7.95656    7.08039    4.32474
 70.0   11.00000   11.00000   11.00000
Gap comparison in electrons: n_eps, n_k, n_loss
computed               1.00000   0.82936   0.46309
leading formula        1.00000   0.84515   0.51020
first order in b       1.00000   0.83164   0.46925
high band removed      1.00000   1.00000   1.00000
recovered above gap   10.00000  10.17064  10.53691
Gap n_k times sqrt(eps_b): 0.98131 electrons
Gap n_loss times eps_b^2: 0.90765 electrons
At 8 eV, n_k/n_eps: 0.65094 (dimensionless)
At 8 eV, n_loss/n_eps: 0.16380 (dimensionless)
Factor 1/sqrt(eps_b): 0.84515 (dimensionless)
Factor 1/eps_b^2: 0.51020 (dimensionless)
Error ratios when high-band scale goes from 4 to 8: k, loss
leading formula: 4.025, 4.023 (dimensionless)
first order in b: 16.148, 16.143 (dimensionless)
Box blocked strength f12: 0.96067 (dimensionless)
Box allowed strength, lower level: 0.03932 (dimensionless)
Box allowed strength, upper level: 1.96058 (dimensionless)
Box allowed total: 1.99990 (dimensionless)
checks complete
```
